# Contact Pair Density of the Electron Gas: Yasuhara and Overhauser Compared

## Problem

An unpolarized three-dimensional electron gas at zero temperature has density $n=3/(4\pi r_s^3)$. Hartree atomic units are used, with $r_s$ in bohr. Let $g(0)$ be the spin-averaged pair distribution at zero separation, normalized so that $g\to1$ at large separation. Two closed approximations are

$$
g_Y=\frac18\left[\frac{z}{I_1(z)}\right]^2,\quad z=4\sqrt{\frac{\alpha r_s}{\pi}},\qquad\qquad g_O=\frac{32}{(8+3r_s)^2},
$$

where $\alpha=(4/9\pi)^{1/3}=0.5211$ and $I_1$ is a modified Bessel function. The first is Yasuhara's ladder result, the second Overhauser's.

(a) Derive both and identify their approximations. (b) Find their slopes at $r_s=0$ and compare them with first-order perturbation theory. (c) How often do the curves cross for $r_s>0$? (d) How do they decay at low density, and does each decay belong to the underlying model or to a further approximation?

## First estimate by scaling

The Pauli principle removes parallel-spin pairs at contact. Antiparallel pairs are half of all pairs, so

$$
g(0)=\tfrac12\psi(0)^2, \tag{1}
$$

where $\psi(0)$ is the contact amplitude of an antiparallel pair relative to its uncorrelated value. Both models describe all such pairs by one representative amplitude.

At high density the natural length is $1/k_F=\alpha r_s$. At this distance the Coulomb energy is of order $k_F$ and the kinetic energy of order $k_F^2$. The amplitude should therefore drop by about $k_F/k_F^2=\alpha r_s$. Equation (1) then gives $g(0)\approx\frac12-\alpha r_s$, a slope near $-0.52$ per bohr.

At low density two electrons must tunnel towards each other from a distance of about $r_s$. Their reduced mass is $1/2$, so the relative Hamiltonian is $-\nabla^2+V$. For an s-wave $\psi=u/r$ at zero energy, $u''=Vu$. With $V=1/r$ the amplitude is suppressed by the exponent $\int_0^{r_s}dr/\sqrt r=2\sqrt{r_s}$. Squaring it suggests $g(0)\sim e^{-4\sqrt{r_s}}$, up to powers of $r_s$. Scaling cannot decide whether the two formulas cross.

## Exact solution

### The ladder amplitude

Take two antiparallel electrons with zero initial momenta. Repeated Coulomb scattering takes them to $(\mathbf k,-\mathbf k)$, at energy $k^2$, and the Pauli principle requires $k>k_F$. The energy denominator is $0-k^2$. The effective interaction $I(k)$ and the contact amplitude therefore obey

$$
I(k)=\frac{4\pi}{k^2}-\int_{k'>k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}\frac{I(k')}{k'^2},\qquad
\psi(0)=1-\int_{k>k_F}\frac{d^3k}{(2\pi)^3}\frac{I(k)}{k^2}.
$$

Write $I=4\pi h/k^2$ and $s=k_F/k$, so that $dk/k^2=-ds/k_F$. The prefactor of the second integral is $(4\pi)^2/(2\pi)^3=2/\pi$. Hence

$$
\psi(0)=1-\lambda\int_0^1h(s)\,ds,\qquad \lambda=\frac{2}{\pi k_F}=\frac{2\alpha r_s}{\pi}.
$$

Multiplying the first equation by $k^2/4\pi$ gives, in the same way,

$$
h(s)=1-\lambda\int_0^1K(s,s')h(s')\,ds', \tag{2}
$$

where $K$ is $k^2$ times the angular average of $1/|\mathbf k-\mathbf k'|^2$:

$$
K=\frac{k^2}{2}\int_{-1}^{1}\frac{d\mu}{k^2+k'^2-2kk'\mu}
=\frac{s'}{2s}\ln\frac{s+s'}{|s-s'|}.
$$

Yasuhara's closed form follows when the average is replaced by $1/\max(k,k')^2$, which is its limit for very different momenta. Then $K=(s'/s)^2$ for $s'<s$ and $K=1$ for $s'>s$.

Set $j=s^2h$. Equation (2) becomes

$$
j(s)=s^2-\lambda\left[\int_0^s s'^2h(s')ds'+s^2\int_s^1h(s')ds'\right].
$$

On differentiation the two terms from the moving limits cancel, leaving

$$
\frac{j'}{s}=2\left[1-\lambda\int_s^1h(s')ds'\right]. \tag{3}
$$

Differentiating again gives $(j'/s)'=2\lambda h=2\lambda j/s^2$. Equation (3) also supplies $j'(1)=2$ and $j'/s\to2\psi(0)$ as $s\to0$.

Try $j=Cs\,I_2(w)$ with $w^2=8\lambda s$, hence $dw/ds=4\lambda/w$. Since $s=w^2/8\lambda$ and $(w^2I_2)'=w^2I_1$,

$$
j'=\frac C2\,wI_1(w),\qquad \frac{j'}{s}=4\lambda C\,\frac{I_1(w)}{w}.
$$

From $(I_1/w)'=I_2/w$ the next derivative is $16\lambda^2CI_2/w^2=2\lambda CI_2/s$, which equals $2\lambda j/s^2$ as required. The second solution, $sK_2(w)$ with $K_2$ the other modified Bessel function, tends to a nonzero constant at $s=0$ and is excluded by $j(0)=0$.

At $s=1$, $w=\sqrt{8\lambda}=z$. The condition $j'(1)=2$ gives $C=4/[zI_1(z)]$. As $w\to0$, $I_1/w\to1/2$, so $2\psi(0)=2\lambda C$. With $\lambda=z^2/8$,

$$
\psi(0)=\lambda C=\frac{z}{2I_1(z)},
$$

and equation (1) gives $g_Y$.

### Overhauser's amplitude

Here one electron sits at the centre of a uniform positive sphere of radius $r_s$ and total charge one. The other electron feels

$$
V=\frac1r+\frac{r^2}{2r_s^3}-\frac{3}{2r_s}
=\frac{(r_s-r)^2(r+2r_s)}{2r\,r_s^3}\quad(r<r_s), \tag{4}
$$

and $V=0$ outside, where the charges cancel. The factored form shows $V\ge0$.

The model takes $r$ as the separation of the pair and keeps the reduced mass $1/2$; a centre held fixed would give $u''=2Vu$ and twice the initial slope. Solve $u''=Vu$ with $u(0)=0$ and $u'(0)=1$. Outside the sphere $u$ is a straight line of slope $u'(r_s)$, so $u/r$ tends to $u'(r_s)$ at large distance. Normalizing this limit to one gives $\psi(0)=1/u'(r_s)$. Integrating the equation once,

$$
u'(r_s)=1+\int_0^{r_s}V u\,dr. \tag{5}
$$

Overhauser's formula results from putting $u\approx r$ under the integral:

$$
\int_0^{r_s}rV\,dr=r_s\left(1+\frac18-\frac34\right)=\frac{3r_s}{8},
\qquad \psi(0)\approx\frac{8}{8+3r_s}.
$$

Half the square is $g_O$. Because $V\ge0$, the true $u$ curves upward and satisfies $u\ge r$. The integral in (5) is then at least $3r_s/8$, so $g_O$ is an upper bound to the full zero-energy result for this potential. It is not a bound for the electron gas.

### Slopes at high density

Let $x=z^2/4=4\alpha r_s/\pi$. The Bessel series gives

$$
\frac{2I_1(z)}{z}=S(x)=\sum_{k=0}^{\infty}\frac{x^k}{k!(k+1)!}=1+\frac x2+\frac{x^2}{12}+\frac{x^3}{144}+\dots, \qquad g_Y=\frac{1}{2S^2}.
$$

To first order $g_Y=\frac12(1-x)$, while $g_O=\frac12(1+3r_s/8)^{-2}=\frac12(1-3r_s/4)$. Therefore

$$
g_Y'(0)=-\frac{2\alpha}{\pi}=-0.3317,\qquad g_O'(0)=-\frac38=-0.3750\quad\text{per bohr}.
$$

For comparison, first-order perturbation theory must average over all initial momenta $\mathbf k_1,\mathbf k_2$ in the Fermi sphere. The transition to $\mathbf k_1+\mathbf q$, $\mathbf k_2-\mathbf q$ costs the energy

$$
\tfrac12\left[(\mathbf k_1+\mathbf q)^2+(\mathbf k_2-\mathbf q)^2-k_1^2-k_2^2\right]=q^2+\mathbf q\cdot(\mathbf k_1-\mathbf k_2).
$$

Since $d^3q\,(4\pi/q^2)/(2\pi)^3$ reduces to $(2/\pi)dq$ after the average over directions, the mean amplitude is $1-\lambda M$ with

$$
M=k_F\int_0^\infty dq\left\langle\frac{\Theta}{q^2+\mathbf q\cdot(\mathbf k_1-\mathbf k_2)}\right\rangle .
$$

Here $\Theta=1$ if both final momenta lie outside the Fermi sphere and zero otherwise. At small $q$ each electron must start in a thin shell, a fraction of order $q$ of the sphere, and the denominator is also of order $q$. The average is thus of order $q$, and the integral converges. Single excitations do not enter, because momentum conservation forbids them.

Numerical quadrature gives $M=1.1028$; random sampling of the definition gives $1.1020\pm0.0010$. The change of $g(0)$ is $\frac12(-2\lambda M)$, so the first-order slope is

$$
-\frac{2\alpha}{\pi}M=-0.3658\ \text{per bohr}.
$$

This is the slope of the gas at $r_s=0$ provided that higher orders vanish faster than $r_s$, which is assumed here.

For zero initial momenta $M=k_F\int_{k_F}^\infty dq/q^2=1$, which is Yasuhara's value. His slope is 9% too small in magnitude, relative to the first-order value, because the initial momenta are neglected. The simplified kernel plays no part: to first order $h=1$ in $\psi(0)$, whatever $K$ is. Overhauser's slope is 2.5% too large in magnitude. It is set by the radius and shape of an assumed potential and, like Yasuhara's, by zero initial momentum. At relative momentum $k$ the first-order amplitude is $1-\int_0^{r_s}V\sin(2kr)/(2k)\,dr$. Averaging it over the Fermi sphere turns the slope of the same potential into $-0.347$ per bohr, 5% too small in magnitude. The closeness of $-0.375$ is therefore not a derivation of the first-order coefficient.

### The crossing

Since $r_s=\pi x/4\alpha$, Overhauser's amplitude is $1/(1+cx)$ with $c=3\pi/(32\alpha)=0.5652$. Equality of the two positive amplitudes means $S(x)=1+cx$. Subtracting $1+x/2$ and dividing by $x>0$ gives

$$
c-\frac12=\frac{x}{12}+\frac{x^2}{144}+\dots .
$$

The right side rises steadily from zero without bound, and the left side is positive. There is one crossing. The first term alone gives $x\approx12\times0.0652=0.78$; the full equation gives $x=0.736$, or

$$
r_s=1.109\ \text{bohr},\qquad n=1.18\times10^{24}\ \text{cm}^{-3}.
$$

Yasuhara's curve lies above Overhauser's before this point and below it afterwards. The largest earlier excess is only 0.0076, near $r_s=0.42$.

### Low-density decay

For large $z$, $I_1(z)\approx e^z/\sqrt{2\pi z}$. Hence

$$
g_Y\approx\frac{z^2}{8}\,2\pi z\,e^{-2z}=\frac\pi4z^3e^{-2z},\qquad 2z=3.258\sqrt{r_s},
$$

whereas $g_O\approx32/(9r_s^2)$. One formula decays as a stretched exponential, the other as a power. Neither decay belongs to the underlying model. Overhauser's potential is treated next, and the ladder with its exact kernel in the comparison below.

The power does not belong to Overhauser's potential. With $t=r/r_s$, equation (4) gives

$$
\frac{d^2u}{dt^2}=r_s\,v(t)\,u,\qquad v=\frac{(1-t)^2(t+2)}{2t}.
$$

At large $r_s$ the WKB solution grows as $v^{-1/4}\exp(\sqrt{r_s}\int\sqrt v\,dt)$. Its total exponent is $W\sqrt{r_s}$, with

$$
W=\int_0^1(1-t)\sqrt{\frac{t+2}{2t}}\,dt=1.397.
$$

The power of $r_s$ follows from the two ends. Near $t=0$, $v\approx1/t$, and the regular solution with unit initial slope is $\sqrt{t/r_s}\,I_1(2\sqrt{r_st})$. Its large-argument form contributes $r_s^{-3/4}$. Near $t=1$, $v\approx\frac32(1-t)^2$, and WKB fails within a distance of order $r_s^{-1/4}$. There $v^{-1/4}\propto(1-t)^{-1/2}$ contributes $r_s^{1/8}$, and the derivative contributes $r_s^{1/4}$. Thus

$$
u'(r_s)\propto r_s^{-3/8}e^{W\sqrt{r_s}},\qquad g(0)\propto r_s^{3/4}e^{-2.794\sqrt{r_s}}
$$

for the full potential. Direct integration between $r_s=10^4$ and $4\times10^4$ gives the power $-0.379$ in $u'$, against $-0.375$. The algebraic tail of $g_O$ arises from $u\approx r$, which ignores the growth of $u$ under the barrier.

## Comparison of estimate and solution

The scaling slope, $-0.52$ per bohr, has the right sign and order but is 1.4 times the first-order value. The ladder replaces the estimated drop $\alpha r_s$ by $2\alpha r_s/\pi$, and the average over the Fermi sphere multiplies this by 1.10.

The tunnelling estimate has the right form for $g_Y$ and for the full potential, but its rate of 4 is too large compared with 3.26 and 2.79. For the full potential the reason is explicit: the positive background lowers the barrier below $1/r$, which reduces the integral from 2 to 1.397. The estimate fails for $g_O$; for Overhauser's potential, which is a pure barrier problem, this failure exposes the truncation. The ladder is not a pure barrier problem, and the agreement in form with $g_Y$ does not survive the exact kernel, as shown below.

At $r_s=2$, $x=1.3269$ and $S=1+0.6634+0.1467+0.0162+0.0011+\dots=1.8275$. Hence $g_Y=1/(2\times1.8275^2)=0.1497$, while $g_O=32/14^2=0.1633$. The next table also removes one approximation from each formula: the ladder is solved with the exact angular kernel, and Overhauser's potential is integrated in full.

| $r_s$ | $g_Y$ | exact-kernel ladder | $g_O$ | full potential |
|---:|---:|---:|---:|---:|
| 1 | 0.266 | 0.276 | 0.264 | 0.249 |
| 2 | 0.150 | 0.170 | 0.163 | 0.135 |
| 5 | 0.033 | 0.058 | 0.060 | 0.029 |
| 10 | 0.0042 | 0.019 | 0.022 | 0.0039 |

By $r_s=5$ the pairing has changed: the exact-kernel ladder lies near $g_O$, and the full potential lies near $g_Y$. No common mechanism for this has been established. The agreement of $g_O$ with the better-solved ladder does not validate the step $u\approx r$, which fails badly for its own potential.

The sign of the upward shift of the ladder can be understood at second order. Iterating (2) gives

$$
\psi(0)=1-\lambda+\lambda^2\int_0^1\!\!\int_0^1K(s,s')\,ds\,ds'-\dots .
$$

With $\rho$ the smaller momentum divided by the larger, the exact angular average is $(1+\rho^2/3+\dots)/\max(k,k')^2$, which exceeds Yasuhara's replacement. A larger $K$ raises $\psi(0)$ at this order, because rescattering weakens the effective interaction. The double integral is $0.867$ for the exact kernel and $2/3$ for the simplified one. The size of the shift is given only at small $r_s$: at $r_s=1$ this term predicts a rise of $0.022$ in $\psi(0)$, against $0.014$ in the full solution. At $r_s=10$ the change in $g(0)$ is a factor of about four, far outside a second-order argument. The stretched-exponential tail derived above belongs to the simplified kernel, not to the ladder. In real space the ladder reads $\psi=1-Q\,k^{-2}V\psi$, where $V=1/r$ and $Q$ keeps only momenta above $k_F$. Applying $-\nabla^2$ gives $(-\nabla^2+1/r)\psi=f$, where $f=(1-Q)V\psi$ contains only momenta below $k_F$ and is nearly constant for $r\ll1/k_F$. Since $\nabla^2r=2/r$, a constant source has the solution $\psi=f(0)(r+2)$, which is not exponentially small at contact. Because $\psi$ is of order one at $r\sim1/k_F$, $f(0)$ and $\psi(0)$ are of order $k_F$, and $g(0)\propto r_s^{-2}$. Numerical solution of (2) with the exact kernel gives $\psi(0)/k_F=1.02$ at $r_s=100$ and $1.004$ at $r_s=1000$, consistent with $g(0)\to1/(2\alpha^2r_s^2)=1.84/r_s^2$; the coefficient is numerical, not derived. At $r_s=100$ the exact-kernel value is $1.9\times10^{-4}$, seven orders of magnitude above $g_Y$. Each closed formula thus has the opposite form of decay to its own model.

At $r_s=100$, $g_O=3.4\times10^{-4}$, the full potential gives $1.2\times10^{-10}$, and $g_Y=2.5\times10^{-11}$. The last two share a form of decay but already differ by a factor of nearly five, and their different rates drive them further apart.

None of these values is a controlled low-density result for the gas. The ladder omits screening and starts from zero momenta in a sharp Fermi sea. The other model assumes a fixed potential and zero energy. Tunnelling makes a stretched exponential physically plausible, but the two fully solved models disagree even on the form, a power for the ladder and a stretched exponential for the potential, so neither the form nor the rate for the gas is established here. The remaining values are in the numerical output below.

## Numbers as computed

```
All g(0), slopes per bohr of rs; rs in bohr
alpha = 0.521062 (dimensionless)
rs | z | gY | gO | gY/gO
 0.5 | 1.1519 | 0.36198 | 0.35457 | 1.0209
 1.0 | 1.6290 | 0.26620 | 0.26446 | 1.0066
 2.0 | 2.3038 | 0.14971 | 0.16327 | 0.9170
 5.0 | 3.6426 | 0.03328 | 0.06049 | 0.5501
10.0 | 5.1515 | 0.00424 | 0.02216 | 0.1913
rs | g ladder, exact kernel | g full Overhauser potential
 0.5 | 0.3656 | 0.34854
 1.0 | 0.2762 | 0.24904
 2.0 | 0.1699 | 0.13475
 5.0 | 0.0581 | 0.02893
10.0 | 0.0186 | 0.00385
slope Yasuhara = -0.33172 per bohr
  from ladder equation = -0.3317 per bohr
  from exact-kernel ladder = -0.3317 per bohr
slope Overhauser = -0.37500 per bohr
  from radial equation = -0.3750 per bohr
Fermi-sphere factor M = 1.10285 (dimensionless)
  M sampled = 1.1020 +- 0.0010
true first-order slope = -0.36584 per bohr
Yasuhara slope / true = 0.9067
Overhauser slope / true = 1.0251
crossing constant c = 0.56524 (dimensionless)
crossing x = 0.7360 (dimensionless)
crossing rs = 1.1094 bohr
crossing density = 1.180e+24 cm^-3
g(0) at crossing = 0.24936
largest gY-gO before crossing = 0.00756
  reached at rs = 0.423 bohr
rs | gY | gY leading tail | gO | 32/(9 rs^2) | g full
   20 | 1.595e-04 | 1.427e-04 | 6.920e-03 | 8.889e-03 | 1.740e-04
   50 | 1.270e-07 | 1.186e-07 | 1.282e-03 | 1.422e-03 | 2.539e-07
  100 | 2.523e-11 | 2.406e-11 | 3.373e-04 | 3.556e-04 | 1.225e-10
Yasuhara decay rate in sqrt(rs) = 3.2581 bohr^-1/2
WKB integral W = 1.39684 (in bohr^-1/2)
full-potential decay rate 2W = 2.7937 bohr^-1/2
fitted power of rs in u'(rs) = -0.3788 (WKB: -0.3750)
```
